# Kubo-Greenwood conductivity by double Chebyshev expansion, with separated errors

## 1. One set of samples, two conductivities

Ten disordered boxes, with the same random vectors and at the same energy, give a conductivity of 631 S/cm when 64 Chebyshev moments are kept and 921 S/cm when 192 are kept. The statistical error of the second value is about 72 S/cm. Neither the samples nor the Hamiltonian has changed between the two, so the difference measures the resolution of the method. To turn such numbers into a conductivity one must know how each approximation enters.

The model is one s-like band of non-interacting electrons on a cubic lattice of spacing $s$, with nearest-neighbour hopping $-t$ and independent site energies spread uniformly over a full width $W$. The box has $L$ cells a side, $N=L^3$ sites, volume $\Omega=Ns^3$ and periodic boundaries. There is no magnetic field, so $H$ is real and symmetric. Each level holds two spins.

## 2. The quantity to be computed

Let a field $F_0\cos\omega t$ act along $x$. Its vector potential is $A=-(F_0/\omega)\sin\omega t$, and to first order it adds $eAv$ to $H$, where $v=(i/\hbar)[H,x]$. The amplitude of the perturbation is $eF_0v/\omega$. The golden rule for a sinusoidal perturbation uses half the amplitude. Absorption minus emission carries the factor $f_k(1-f_l)-f_l(1-f_k)=f_k-f_l$. With two spins the absorbed power is

$$P=2\,\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2F_0^2}{4\omega^2}\sum_{kl}|v_{kl}|^2(f_k-f_l)\,\delta(E_l-E_k-\hbar\omega).$$

Equating this to $\Omega\sigma F_0^2/2$ gives

$$\sigma(\omega)=\frac{2\pi e^2}{\Omega\omega}\sum_{kl}|v_{kl}|^2(f_k-f_l)\,\delta(E_l-E_k-\hbar\omega).$$

For small $\omega$, $f_k-f_l\to\hbar\omega\,(-f'(E_k))$, and at zero temperature $-f'$ is a delta function at the Fermi energy $E$. Hence

$$\sigma(E)=\frac{2\pi\hbar e^2}{\Omega}\,\mathrm{Tr}\,[v\,\delta(E-H)\,v\,\delta(E-H)].$$

It is convenient to use $D=[H,x]$, with elements $D_{ij}=H_{ij}(x_j-x_i)$, where the displacement is that of the hop itself, also across the boundary. $D$ is real and antisymmetric. Since $v=iD/\hbar$, the two factors of $i$ give a minus sign:

$$\sigma(E)=-\frac{2\pi e^2}{\hbar\Omega}\,\mathrm{Tr}\,[D\,\delta(E-H)\,D\,\delta(E-H)].$$

The volume must go to infinity before the width of the delta functions goes to zero. In a finite box a non-degenerate real eigenvector $\psi_k$ has $\psi_k^TD\psi_k=0$ by antisymmetry. Once the width is far below the level spacing, no other pair of levels contributes, and $\sigma$ vanishes. In an exactly diagonalized box with $L=8$, averaged over energies within $3t$ of the band centre, reducing the width from five mean spacings to one twentieth of a spacing reduced $\sigma$ to 0.127 of its value.

## 3. The double expansion

Choose $a$ so that the spectrum of $\tilde H=H/a$ lies inside $(-1,1)$, and write $E=a\cos\theta$. For an eigenvalue $a\cos\varphi$,

$$\delta(a\cos\theta-a\cos\varphi)=\frac{\delta(\theta-\varphi)}{a\sin\theta},\qquad \delta(\theta-\varphi)=\frac1\pi\sum_{m\ge0}h_m\cos m\theta\cos m\varphi,$$

with $h_0=1$ and $h_{m>0}=2$. The second equation is the cosine series on $[0,\pi]$. Because $\cos m\varphi=T_m(\cos\varphi)$, keeping $M$ terms with damping factors $g_m$ gives

$$\delta_M(E-H)=\sum_{m=0}^{M-1}c_m(E)\,T_m(\tilde H),\qquad c_m=\frac{h_mg_m\cos m\theta}{\pi a\sin\theta}.$$

**Damping factors.** A sharp cut, $g_m=1$, produces a kernel that oscillates in sign. A kernel proportional to $|\sum_{\nu=0}^{M-1}a_\nu e^{i\nu u}|^2$ cannot be negative, and its Fourier coefficients are $g_m\propto\sum_\nu a_\nu a_{\nu+m}$. The Jackson choice is $a_\nu=\sin[(\nu+1)q]$ with $q=\pi/(M+1)$. The product formula for sines gives

$$\sum_\nu a_\nu a_{\nu+m}=\frac12\Big[(M-m)\cos mq-\sum_{j=1}^{M-m}\cos(2j+m)q\Big].$$

The angles in the last sum are centred on $(M+1)q=\pi$, so that sum equals $-\sin[(M-m)q]/\sin q=-\sin[(m+1)q]/\sin q$. Expanding $\sin[(m+1)q]$ and dividing by the value $(M+1)/2$ at $m=0$,

$$g_m=\frac{(M-m+1)\cos mq+\sin mq\,\cot q}{M+1}.$$

**Width.** In particular $g_1=\cos q$. But $g_1$ is the mean of $\cos u$ over the kernel, about $1-\langle u^2\rangle/2$, so the angular width is $q$. With $|dE|=a\sin\theta\,d\theta$,

$$\eta=\frac{\pi a\sin\theta}{M+1}=\frac{\pi\sqrt{a^2-E^2}}{M+1}.$$

At $E=-0.78a$ and $M=192$, quadrature of the kernel gives 1.005 times this width. The resolution is finer near the band edges, which suits electrons at the bottom of a band.

**Moments.** Inserting $\delta_M$ twice,

$$\sigma_M(E)=\frac{2\pi e^2}{\hbar\Omega}\sum_{m,n=0}^{M-1}c_mc_n\,\mu_{mn},\qquad \mu_{mn}=-\mathrm{Tr}[D\,T_m\,D\,T_n].$$

The trace is estimated with a vector $r$ of independent random signs. Since $r^TD=-(Dr)^T$, the minus sign cancels:

$$-r^TD\,T_mD\,T_n\,r=(T_mDr)^T(D\,T_nr).$$

The steps for each vector are:

1. Generate $T_nr$ from $T_{n+1}=2\tilde HT_n-T_{n-1}$ and store $DT_nr$. The products $r^TT_nr$ give the density of states at little extra cost.
2. Generate and store $T_m(Dr)$ in the same way.
3. Multiply the two $M\times N$ arrays to obtain all $\mu_{mn}$.

The sparse work grows as $MN$ and the matrix product as $M^2N$. Every energy, and every smaller $M$, then follows from the same moments. If one energy is wanted, the vectors can instead be summed with weights $c_m$ as they appear, and neither the storage nor the matrix product is needed.

If a level lies outside $(-a,a)$, $T_m$ grows exponentially with $m$. The strict bound is $a=6t+W/2$. The example uses the tighter $a=6t+0.3W$; all levels of the diagonalized boxes lay inside it, and in the larger boxes the norm of the last vector $T_m(Dr)$ never exceeded that of $Dr$.

## 4. Four errors

For $S$ samples with $R$ vectors each, let $\hat\sigma$ be the computed mean, $\bar\sigma_{M,L}$ the mean of the exact traces of those samples, and $\langle\sigma_{M,L}\rangle$ the average over all disorder. Then

$$\hat\sigma-\sigma=(\hat\sigma-\bar\sigma_{M,L})+(\bar\sigma_{M,L}-\langle\sigma_{M,L}\rangle)+(\langle\sigma_{M,L}\rangle-\sigma_{M,\infty})+(\sigma_{M,\infty}-\sigma).$$

The terms are vector noise, sample fluctuation, finite-size bias and broadening bias. The first two average to zero; the last two do not.

### Vector noise

Let $A$ be the operator whose trace is wanted and $S_{ij}$ its symmetric part. Then

$$r^TAr=\mathrm{Tr}A+2\sum_{i<j}S_{ij}r_ir_j.$$

The products $r_ir_j$ for different pairs are uncorrelated and have unit variance, so the variance is $4\sum_{i<j}S_{ij}^2=2\sum_{i\ne j}S_{ij}^2$. For random phases, $r_ir_j$ is replaced by $\cos(\phi_i-\phi_j)$, whose mean square is $1/2$, and the variance is halved. With 4000 draws in a box with $L=8$, the sampled variances were 1.03 (signs) and 0.98 (phases) times these formulas. Signs keep all arithmetic real, which offsets their larger variance when $H$ is real.

If $S_{ij}$ decays within the box, $\sum S_{ij}^2$ grows as $N$. Division by $\Omega$ then makes the relative noise fall as $N^{-1/2}$.

### Sample fluctuation

Write one result as $\langle\sigma_{M,L}\rangle+b_s+n_{sv}$, where $b_s$ belongs to the sample and $n_{sv}$ to the vector. The mean over everything has variance

$$\frac{\mathrm{Var}\,b}{S}+\frac{\mathrm{Var}\,n}{SR}.$$

The scatter inside samples estimates $\mathrm{Var}\,n$, and the scatter of the sample means estimates the whole sum. For a fixed number $SR$ of vectors the variance is smallest at $R=1$, but $R\ge2$ is needed to tell the parts apart.

### Finite-size bias

A diagonal element of $D\,T_mD\,T_n$ is a sum over closed walks of at most $m+n+2$ hops. A walk that closes by winding round the box needs at least $L$ hops. When $m+n+2<L$, each closed walk therefore also closes on the infinite lattice. Nor can it visit two periodic images of one site, since going out by $L$ cells and back takes $2L$ hops. The site energies it meets are then the same products of independent variables as in an infinite sample. Hence

$$\frac{\langle\mu_{mn}\rangle_L}{N}=\frac{\langle\mu_{mn}\rangle_\infty}{N}\qquad\text{for } m+n+2<L,$$

where the right side is the moment per site of the infinite lattice.

This was tested on rings of 6 and 8 sites by averaging over every configuration of two-valued disorder. The moments per site agreed to $1.3\times10^{-15}$ for $m+n+2<6$ and differed by up to 0.11 at $m+n+2=6$ (hopping and spacing set to one).

The largest value of $m+n+2$ in $\sigma_M$ is $2M$, so $L>2M$ guarantees freedom from bias. For $M=192$ that would need $L\ge385$, or 57 million sites. The condition is sufficient, not necessary: disorder scrambles the phases of long winding walks. In practice the bias is measured by changing $L$ with $M$ and $E$ held fixed.

### Broadening bias

The two kernels average the response over two energies $E_1$ and $E_2$. Suppose that within the kernel width the response varies weakly with the mean energy and has the Drude form $\sigma/(1+w^2/\gamma^2)$ in $w=E_1-E_2$, with $\gamma=\hbar/\tau$. Approximate each kernel by a Gaussian of width $\eta$; at $M=64$ and two energies in a box with $L=8$, this replacement changed $\sigma_M$ by at most 0.9 %. Then $w$ has variance $2\eta^2$. Using

$$\frac{1}{1+w^2/\gamma^2}=\gamma\int_0^\infty e^{-\gamma y}\cos(wy)\,dy$$

and the Gaussian average $\langle\cos wy\rangle=e^{-\eta^2y^2}$, the reduction factor is

$$F=\gamma\int_0^\infty e^{-\gamma y-\eta^2y^2}dy.$$

With $z=\gamma/2\eta$ the exponent is $z^2-(\eta y+z)^2$, so

$$F=\frac{\gamma}{\eta}e^{z^2}\int_z^\infty e^{-p^2}dp=\sqrt\pi\,z\,e^{z^2}\mathrm{erfc}\,z.$$

For $\eta\ll\gamma$, $F\approx1-2\eta^2/\gamma^2$. For $\eta\gg\gamma$, $F\approx\sqrt\pi\,\gamma/2\eta$: the computed conductivity then grows in proportion to $M$ and reflects the kernel as much as the material.

The rate follows from the golden rule. The mean square matrix element between plane waves is $W^2/12N$, since $W^2/12$ is the variance of the box distribution, and there are $N\rho$ final states per unit energy and spin. Thus

$$\gamma=2\pi\frac{W^2}{12}\rho.$$

The scattering is isotropic, so to this order the lifetime is also the transport time.

## 5. A degenerate amorphous oxide film

The inputs are rough values for amorphous indium-zinc oxide used as a transparent electrode: mass $0.35\,m_e$, $s=0.35$ nm, $5\times10^{20}$ electrons per cm³ and a film 50 nm thick. The disorder $W=4$ eV is an effective parameter for all elastic scatterers. From $t=\hbar^2/2ms^2$ one finds $t=0.889$ eV, hence $W/t=4.5$ and $a=6.53$ eV.

The filling per site and spin is $0.5\times0.35^3/2=0.0107$. With $\nu_n=\mathrm{Tr}\,T_n/N$, integrating the expanded density of states from $\theta$ to $\pi$ gives the number of states below $E$,

$$\frac1\pi\Big[\pi-\theta-2\sum_{n\ge1}g_n\nu_n\frac{\sin n\theta}{n}\Big].$$

Setting this equal to the filling puts the Fermi energy at $-5.08$ eV from the band centre. There $\rho=0.0271$ per eV, site and spin, so $\gamma=2\pi(16/12)(0.0271)=0.227$ eV. This energy is kept for all boxes.

**Resolution.** For $L=24$, with 10 samples and 2 vectors each:

| $M$ | $\eta$ (eV) | $\sigma_M$ (S/cm) | $F$ | $\sigma_M/F$ (S/cm) |
|---|---|---|---|---|
| 64 | 0.198 | 631 | 0.589 | 1071 |
| 96 | 0.133 | 759 | 0.713 | 1065 |
| 128 | 0.100 | 841 | 0.791 | 1063 |
| 192 | 0.067 | 921 | 0.879 | 1048 |

The raw values spread by 37 % of their mean, the corrected ones by 2.2 %, with no parameter fitted. This explains the opening discrepancy as kernel broadening of a Drude-like response. The small spread depends on the first-order $\gamma$: the coherent-potential approximation gives $\gamma=0.212$ eV and factors of 0.561 at $M=64$ and 0.863 at $M=192$, with which the corrected values spread by about 5 %. The agreement is closer than the statistics warrant: the step from $M=96$ to 192 is $162\pm46$ S/cm, against a predicted $921\,(1-0.713/0.879)=174$ S/cm.

Extrapolation in $\eta^2$ would be premature here. From $M=96$ and 192 it gives $(4\times921-759)/3=975$ S/cm. Applied to $F$ itself, the same rule gives 0.934 instead of 1, so in this model it leaves a 7 % deficit. A bias of 1 % without correction needs $\eta=0.071\gamma=0.016$ eV, or about 800 moments.

**Noise and samples.** One vector at $L=24$ has a noise of 40 %, or 367 S/cm; twenty vectors reduce it to 82 S/cm. The total error estimated from the ten sample means is 72 S/cm, which is smaller. The difference of squares is negative, and the sample part is reported as zero. That means unresolved, not absent. At $L=12$, with 50 samples, the sample part is 62 S/cm, or $62\sqrt{50}=438$ S/cm for one box. If it falls as $N^{-1/2}$, ten boxes with $L=24$ carry $438/\sqrt{8\times10}=49$ S/cm, and the total error would be $\sqrt{82^2+49^2}=95$ S/cm. The sample part at $L=12$ is itself a difference of two uncertain variances, so this is a cautious figure, not a measured one.

The relative one-vector noise falls by 1.7 from $L=12$ to 24, not by the expected $\sqrt8=2.8$. With ten pairs of vectors at $L=24$, the noise there is itself uncertain by about $1/\sqrt{20}=22$ % for Gaussian scatter. Under the expected scaling the observed ratio is then unlikely, though not impossible, so these data do not confirm the scaling. The variance formula of section 4, with $\sum S_{ij}^2$ estimated from the norm of $Sr$, gives about 570 and 280 S/cm for $L=12$ and 24, so 367 S/cm is probably an upward fluctuation. The ratio is then 2.0 in absolute and about 2.4 in relative terms, still somewhat short of 2.8.

**Box size.** At $M=192$ the results are $619\pm88$ S/cm for $L=8$ (exact traces, 24 samples), $877\pm86$ for $L=12$ and $921\pm72$ for $L=24$. The last two differ by $44\pm112$ S/cm, so any bias at $L=12$ is hidden by statistics. The smallest box lies $302\pm114$ S/cm below the largest, which suggests a real bias, though 24 samples fix its size poorly. With Gaussian kernels of the same width and 400 and 120 samples, $L=8$ and 12 give $758\pm48$ and $751\pm40$ S/cm, against $893\pm36$ for $L=32$. Both small boxes then lie about 15 % low, and 302 S/cm probably overstates the bias at $L=8$. The spectrum of this box is coarse in two ways. Its mean level spacing $1/\rho N$ is 0.072 eV, above the kernel width of 0.067 eV, so the suppression described in section 2 must be expected; for $L=12$ and 24 the spacing is 0.021 and 0.003 eV. In addition, the lowest two plane-wave energies of a clean box differ by $2t(1-\cos2\pi/L)$: 0.52 eV for $L=8$, 0.24 eV for $L=12$ and 0.06 eV for $L=24$. The first exceeds $\gamma$, the second is close to it and the last is well below it.

**Result.** The corrected conductivity is $921/0.879\approx1050$ S/cm, with a statistical error of about 100 S/cm, and the mobility $\sigma/ne$ is 13 cm²/Vs. The value is not converged beyond that error: with Gaussian kernels in a box of $L=32$ the corrected result is $1044\pm36$, $1016\pm41$ and $962\pm57$ S/cm at $\eta=0.198$, 0.067 and 0.033 eV, a drift of about 50 S/cm on halving $\eta$ that is within the noise and of the size estimated in section 6. The Drude formula $ne^2\tau/m$ with the same $\gamma$ gives 1167 S/cm, a fair check of the absolute scale.

## 6. Interference and the kernel

The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=2.46$ nm⁻¹, and the mean free path is $\hbar^2k_F/m\gamma=2.35$ nm. Their product, 5.8, places the film on the metallic side, but not far from strong scattering.

Interference between a closed path and its reverse lowers $\sigma$. Leading-order weak-localization theory, taken here as an input for a size estimate, gives

$$\delta\sigma=-\frac{2e^2}{\pi\hbar}\int\frac{d^3q}{(2\pi)^3}\frac{1}{q^2+\ell^{-2}},$$

where $\ell$ is the length over which the paths stay coherent. The part removed by a finite $\ell$ is

$$\frac{2e^2}{\pi\hbar}\,\frac{1}{2\pi^2}\int_0^\infty\frac{\ell^{-2}\,dq}{q^2+\ell^{-2}}=\frac{2e^2}{\pi\hbar}\,\frac{1}{4\pi\ell}=\frac{e^2}{2\pi^2\hbar\,\ell}.$$

The kernel limits the propagation time to about $\hbar/\eta$, so $\ell\approx\sqrt{\hbar D_{\rm d}/\eta}$. The diffusion constant $D_{\rm d}$ follows from $\sigma=2e^2(\rho/s^3)D_{\rm d}$, which gives $\hbar D_{\rm d}=0.34$ eV nm² and $\ell=2.3$ nm. The missing interference is then about 55 S/cm, or 5 % of $\sigma$. The factor $F$ does not restore it, so the corrected value may exceed the zero-width limit by this order. Since $\ell$ is no longer than the mean free path, the diffusive formula gives only an order of magnitude.

When states at $E$ are localized, the method fails in a more serious way. The true dc conductivity is zero, yet $\sigma_M$ is finite at any finite $M$ and may approach zero slowly. Near a mobility edge in three dimensions it already falls, roughly as $\eta^{1/3}$, while $\ell$ is still far below the localization length: at the band centre with $W=17t$, just beyond the transition near $16.5t$, it drops from 0.030 to 0.013 $e^2/\hbar s$ as $\eta$ goes from $0.5t$ to $0.05t$. Dividing by $F$ would then raise a number that ought to fall. The warning sign is a corrected value that falls towards zero as $M$ grows, in boxes large enough to keep $\eta$ far above the level spacing. The fall must also persist when the box is enlarged, because a small metallic box shows one too as $\eta$ approaches the level spacing. Even then the sign is a warning, not a proof: a metal close to the mobility edge shows a similar fall (at $W=15t$, from 0.038 to 0.019 $e^2/\hbar s$ over the same range of $\eta$) and is expected to level off only at smaller $\eta$. A decrease of a few per cent, as in the table of section 5, is no such sign: noise, or weak interference in a metal, can produce it.

## 7. The model beside real films

Amorphous indium-zinc oxide at this density commonly shows mobilities of a few tens of cm²/Vs, so 13 is low; the cause within the model is the chosen $W$. At fixed $\rho$, $\gamma\propto W^2$, and a mobility of 40 would need $W\approx2.3$ eV. The mean free path would then be about 7 nm, close to the 8.4 nm side of the largest box, and $F$ at $M=192$ would fall to about 0.6. Cleaner films need both larger boxes and more moments. Real disorder is also correlated in space and affects the hopping. Smooth potentials scatter mainly forward, so the transport time exceeds the lifetime, and a single $W$ cannot describe both. The size of that error is not determined here.

The scale of some other omissions can be estimated for these parameters. Thermal averaging at 300 K with the chemical potential fixed changes the computed $\sigma$ by 1.2 %. This is far below the statistical error of the curve, so neither the size nor the sign of the true change is established. Electron-electron interaction, estimated by the scale $e^2/2\pi^2\hbar\ell$ at the thermal length $\sqrt{\hbar D_{\rm d}/k_BT}=3.6$ nm, enters at about 34 S/cm. The mean free path is 5 % of the film thickness, so surface scattering is a correction of at most that order. The lattice band lies 6 % below the parabola at $k_F$ along an axis. Inelastic phonon scattering is absent from the model and would add to $\gamma$. A rough golden-rule estimate in the program, for one screened polar phonon of 0.05 eV with assumed dielectric constants 4 and 10, gives 0.005 eV, or about 2 % of $\gamma$.

## Table of computed values

```
mass 0.35 m_e, cell 0.35 nm, W 4.0 eV
density 5.0e+20 cm^-3, film 50 nm
hopping t 0.8886 eV, W/t 4.50
half-width a 6.532 eV
test: Jackson/Gaussian sigma gap 0.91 %
test: kernel width quadrature/formula 1.0050
test: variance ratio, signs 1.031
test: variance ratio, phases 0.975
test: moment error, walks < L 1.3e-15
test: moment error, walks = L 0.1066
test: sigma(spacing/20)/sigma(5 spacing) 0.127
filling per site and spin 0.01072
Fermi energy from band centre -5.082 eV
density of states 0.0271 per eV, site, spin
Born hbar/tau 0.2270 eV
L=24: M, eta (eV), sigma_M (S/cm), F, sigma_M/F (S/cm)
    64 0.1983   630.7 0.589  1071.1
    96 0.1329   759.2 0.713  1064.8
   128 0.0999   841.4 0.791  1063.0
   192 0.0668   921.2 0.879  1048.3
spread over M: raw 36.9 %, corrected 2.2 %
M 96 to 192: change 161.9 +- 45.5 S/cm
samples x vectors: L=24 10x2, L=12 50x2, L=8 24
L=24 sigma_192 921.2 +- 72.3 S/cm
  vector-noise error 81.9 S/cm
  sample-fluctuation error 0.0 S/cm
L=12 sigma_192 877.3 +- 85.9 S/cm
  vector-noise error 59.5 S/cm
  sample-fluctuation error 62.0 S/cm
L=8 exact trace 618.8 +- 88.4 S/cm
L=24 minus L=12: 43.9 +- 112.3 S/cm
one-vector noise: L=12 67.9 %, L=24 39.8 %
noise ratio 1.71, sqrt(8) = 2.83
broadening-corrected sigma 1048 S/cm
  statistical error 82 S/cm
mobility 13.09 cm^2/Vs
Drude-Born sigma 1167 S/cm
k_F 2.455 nm^-1, path 2.35 nm, k_F*path 5.78
hbar*D 0.341 eV nm^2
kernel length 2.26 nm, thermal length 3.63 nm
interference scale at kernel length 54.6 S/cm
interaction scale at thermal length 34.0 S/cm
kT 0.0259 eV, thermal averaging 1.16 %
phonon inputs: eps 4.0, 10.0, 0.05 eV
screened phonon hbar/tau 0.0050 eV
surface scattering 3*path/(8*film) 1.77 %
grid dispersion error at k_F -6.0 %
```
